Path length and penetration depth of fast electrons from Bethe stopping

Let an electron of kinetic energy E₀ enter a uniform solid that contains N atoms of atomic number Z per unit volume, and hence n = NZ electrons per unit volume. The algebra uses atomic units, ħ = m = e = 1, so that a speed v and wave number k are related to the energy by E = v²/2 = k²/2. The arc length along the track is s, the depth along the incident beam is z, and μ = dz/ds is the cosine of the angle between the direction of motion and the beam. The stopping power S(E) = −dE/ds is the mean energy lost per unit arc length. In the continuous slowing-down approximation every electron loses energy at this mean rate, so E is a definite function of s. The solid is taken as amorphous or fine-grained, which excludes channelling along crystal rows, and the energy satisfies J ≪ E₀ ≪ mc², where J is the mean excitation energy defined below.

The path length R is the arc length travelled while the energy falls from E₀ to a cut-off E_c. Penetration depth has several meanings. The one derived here is ⟨z⟩, the mean final displacement along the beam in an unbounded solid. Depths below a real surface, through which some electrons escape, are treated separately.

The stopping power comes from two kinds of collision. In the Born approximation, a collision with momentum transfer q and recoil energy Q = q²/2 excites an electron of the solid to level j, at excitation energy W_j, with the cross section

dσ_j = (2π/v²) |F_j(q)|² dQ/Q²,  F_j(q) = ⟨j|exp(iq·r)|0⟩.

This follows from the Coulomb amplitude, whose square is 4|F_j|²/q⁴, from the ratio k′/k of outgoing to incoming flux, and from the solid angle 2πq dq/(kk′), where k′ is the final wave number. With the generalized oscillator strength f_j(Q) = W_j|F_j|²/Q, the energy loss per unit length is

n Σ_j ∫ W_j dσ_j = (πn/E) Σ_j ∫ f_j(Q) dQ/Q,

because v² = 2E. The strengths obey a sum rule. The factor exp(iq·r) shifts the momentum p of the bound electron by q, and a local potential is unaffected by it, so

Σ_j W_j|F_j|² = ⟨(p + q)²/2 − p²/2⟩ = q²/2 = Q,

where ⟨p⟩ = 0 was used. Hence Σ_j f_j(Q) = 1 at every Q.

Take first the soft collisions, with Q below a dividing energy W_c chosen so that J ≪ W_c ≪ E. The smallest momentum transfer is k − k′ ≈ W_j/v, which gives the lower limit Q = W_j²/(2v²) = W_j²/(4E). Choose an intermediate Q₁ above all important lower limits but small enough that f_j(Q) still equals its dipole value f_j. Below Q₁ each level contributes f_j ln(4EQ₁/W_j²). Above Q₁ the sum rule gives ln(W_c/Q₁). With the definition ln J = Σ_j f_j ln W_j, the two add up to

soft part = (πn/E) ln(4EW_c/J²).

In a hard collision the struck electron behaves as if free and at rest, and the loss W equals Q. The direct amplitude is proportional to 1/W and the exchange amplitude to 1/(E − W). Averaging over spins gives one quarter of the squared sum plus three quarters of the squared difference, so that

dσ = (π/E) [1/W² + 1/(E − W)² − 1/(W(E − W))] dW.

The faster of the two outgoing electrons is the one that is followed, and W therefore runs up to E/2. With x = W/E,

hard part = (πn/E) ∫ [1/x + x/(1 − x)² − 1/(1 − x)] dx.

The first term gives ln(E/2W_c). In the other two the lower limit may be set to zero, with an error of order W_c/E; they give 1 − ln 2 and −ln 2. The bracket integrates to ln(E/8W_c) + 1. On adding the soft part, W_c cancels:

S = (πn/E) [ln(E²/2J²) + 1] = (2πn/E) L(E),
L(E) = ln(aE/J),  a = √(e/2) ≈ 1.166.

Here e is the base of natural logarithms. A harmonic oscillator tests this result, since all its dipole strength lies in the first level and J is its quantum. For E = 10⁶ J and W_c = 50 J, summation over its levels gives 19.11383 for the soft logarithm, and quadrature gives 8.82410 for the hard one. Their sum, 27.93793, agrees with 2L = 27.93787 to within the expected order W_c/E.

The path length is now an integral over energy. Since ds = −dE/S,

R = ∫ dE/S = (1/2πn) ∫ E dE/ln(aE/J),  from E_c to E₀.

Put u = aE/J, so that E dE = (J/a)² u du. Then put t = 2 ln u, so that u du = ½eᵗ dt and ln u = t/2. The integrand becomes eᵗ dt/t, which is the derivative of the exponential integral Ei(t). Therefore

R = [(J/a)²/(2πn)] [Ei(2L(E₀)) − Ei(2L(E_c))].

The cut-off must lie above J/a, where S vanishes and the integral diverges. That divergence is a defect of the formula, which has already lost its validity at such energies; it does not mean that a real electron ceases to lose energy there.

At high energy repeated integration by parts gives Ei(t) ≈ (eᵗ/t)(1 + 1/t + 2/t² + …). Since (J/a)² exp(2L) = E² at every energy, and the contribution of the cut-off is small when E₀ ≫ E_c,

R ≈ [E₀²/(4πnL)] [1 + 1/(2L) + 2/(2L)² + …],  L = L(E₀).

The series is asymptotic, and its terms eventually grow. Its leading factor shows that the path grows almost as the square of the energy, because a fast electron loses energy at a rate nearly proportional to 1/E. The logarithm weakens this growth. From dR/dE₀ = 1/S(E₀), the local exponent is

p = d ln R/d ln E₀ = E₀/(S(E₀)R) ≈ 2 − 1/L.

The length R is measured along the track. The final depth is z = ∫ μ ds, and since |μ| ≤ 1,

|z| ≤ ∫ |μ| ds ≤ R.

Equality requires μ = 1 or μ = −1 along the whole track, that is, a straight line along the beam. This inequality says that the depth cannot be larger than the path. How much smaller it is depends on how fast the electron forgets its direction, and for that the elastic scattering by the atoms is needed.

Represent an atom by the screened potential −(Z/r) exp(−r/b), with the Thomas–Fermi length b = 0.8853 Z^(−1/3). The Born amplitude is 2Z/(q² + 1/b²). For a deflection whose cosine is c, elastic kinematics gives q² = 2k²(1 − c) = 4E(1 − c), and so

dσ/dΩ = (Z²/4E²)/(1 − c + 2α)²,  α = 1/(8Eb²).

Small deflections are frequent but change the direction little. The proper weight for loss of direction is 1 − c, which defines the transport cross section. With y = 1 − c,

σ_tr = 2π ∫ (1 − c)(dσ/dΩ) dc = (πZ²/2E²) ∫₀² y dy/(y + 2α)².

Writing y = (y + 2α) − 2α splits the integral into a logarithm and a rational term:

σ_tr = (πZ²/2E²) Λ,  Λ = ln[(1 + α)/α] − 1/(1 + α).

For a weak potential of charge 0.5, with the value of b for chromium and an energy of 20,000 eV, a partial-wave calculation gives 1.0003 times this Born result.

Now follow the mean direction. A deflection with cosine c and azimuth φ changes μ into

μ′ = μc + √(1 − μ²) √(1 − c²) cos φ.

All azimuths are equally likely, so the last term averages to zero and the mean of μ′ is μc. Collisions occur with probability Nσ ds in a short path ds, σ being the total elastic cross section. They reduce the mean cosine by a fraction Nσ⟨1 − c⟩ ds = Nσ_tr ds. The collision rate is the same for all electrons at a given s, because they share the same energy, and the averages can therefore be chained:

d⟨μ⟩/ds = −Nσ_tr ⟨μ⟩.

Changing the variable from path to energy requires the ratio

Nσ_tr/S = [NπZ²Λ/(2E²)] · [E/(2πNZL)] = κ/E,  κ = ZΛ/(4L).

The density has cancelled. The solution that starts with ⟨μ⟩ = 1 is

⟨μ⟩ = exp[−∫ κ dE′/E′],  from E to E₀,

which becomes (E/E₀)^κ if the slow variation of κ is ignored. The mean depth is

⟨z⟩ = ∫ ⟨μ⟩ dE/S,  from E_c to E₀.

It has the same integrand as R, multiplied by a factor that is smaller than one as soon as the electron has been deflected.

A closed estimate follows when κ is held at its initial value. Since d ln L/d ln E = 1/L, the factor 1/S, proportional to E/L, varies near E₀ as E^(1 − 1/L). Putting w = E/E₀ and dropping the small contribution below the cut-off,

⟨z⟩ ≈ [E₀/S(E₀)] ∫₀¹ w^(1 − 1/L + κ) dw = [E₀/S(E₀)]/(2 − 1/L + κ).

With E₀/S(E₀) = pR and p ≈ 2 − 1/L this is

⟨z⟩/R ≈ p/(p + κ),

or 2/(2 + κ) if the logarithm in S is also treated as constant.

Two limits show the meaning. For κ ≪ p the direction survives until the electron has almost stopped, and the depth approaches the path length. For κ ≫ p the estimate becomes ⟨z⟩ ≈ pR/κ = E₀/(κS), which is the transport mean free path λ_tr = 1/(Nσ_tr) at the initial energy. The electron then loses its direction while it still has most of its energy, and the long remainder of its path adds little to the mean depth. Because κ carries the factor Z, and the ratio Λ/L varies more slowly, heavy atoms make this effect stronger. If the nonrelativistic formulas are continued formally to very large E₀, both logarithms grow as ln E₀, κ tends to Z/4, and the ratio tends to 8/(8 + Z). Within these formulas, raising the energy does not make the track as a whole straight: scattering becomes weaker, but the path over which it acts becomes longer. This limit is only formal. Far above mc² the collisional stopping power is nearly constant, while the transport cross section still falls roughly as 1/E². The path then grows too slowly to compensate for the weaker scattering, and the track does become straighter.

As an example, take a 20,000 eV beam in a scanning electron microscope, incident on a thick chromium coating. The inputs are Z = 24, a body-centred cubic lattice parameter of 0.288 nm and J = 260 eV, the last two being rough values. Two atoms per cube give n = 24 × 2/0.288³ ≈ 2009 nm⁻³. The cut-off is 1000 eV, well above J/a ≈ 223 eV. At the initial energy

L = ln(1.166 × 20,000/260) = 4.50,

and the stopping power, converted from atomic units, is 5.885 eV/nm. The leading term of the path is E₀/(2S) = 20,000/(2 × 5.885) ≈ 1699 nm. The next two terms multiply it by 1 + 0.111 + 0.025, which gives 1930 nm. The full expression gives

R = 1940 nm = 19,400 Å.

The local exponent is p = 20,000/(5.885 × 1940) = 1.75. From 10,000 eV, with the same cut-off, the path is 582 nm. Doubling the energy thus multiplies it by 3.3 and not by 4.

For the scattering, b = 0.0162 nm gives α = 0.00181 and Λ = 5.32 at the initial energy, so

κ = 24 × 5.32/(4 × 4.50) ≈ 7.1.

The mean cosine has fallen to 1/e when the energy is still 17,400 eV. By then the electron has lost 13% of its energy and covered 422 nm, or 22% of its path. Integration over the whole track gives

⟨z⟩ = 382 nm = 3820 Å,

which is 0.197 of the path length. The estimate p/(p + κ) gives 0.198, while the simpler 2/(2 + κ) gives 0.220, about 12% too high relative to the integral. The transport mean free path at the initial energy is 479 nm. The mean depth is smaller than this because κ is not infinitely large compared with p: the mean free path shrinks appreciably while the direction is being lost.

The averaging argument was tested by following 20,000 simulated tracks, with about 450 elastic collisions each. The simulation uses the same stopping power and elastic cross section, so it tests the treatment of the directions and not those inputs. Its mean depth is 383 nm with a standard error of 3 nm. When the elastic collision rate is reduced to one tenth and the stopping power is held fixed, the path length is unchanged, but the calculated mean depth rises to 1372 nm; the simulation gives 1376 nm, again with a standard error of 3 nm. In this model it is elastic deflection that separates depth from path.

A surface changes the statistics. In the same simulated tracks, 26.5% of the electrons return through the plane z = 0 and escape. Those that stay come to rest at a mean depth of 569 nm, more than the 382 nm of the unbounded solid. The difference is one of selection. The staying electrons contribute 0.735 × 569 ≈ 418 nm to the unbounded mean, so the others, if allowed to continue in a solid on both sides of the plane, must end at a mean depth of about (383 − 418)/0.265 ≈ −130 nm. The greatest depth reached before stopping or escaping, averaged over all electrons, is 572 nm, and 1% of the electrons go deeper than about 1250 nm. Each of these lengths could be called a penetration depth. They differ by more than a factor of three, yet all are smaller than R.

Suppose that the coating is 5000 nm thick. This exceeds the path length, so in the continuous slowing-down model no beam electron reaches the substrate, whatever its track. The converse rule fails: a coating thinner than R need not pass many electrons. In the same model, one of 1250 nm would let only about 1% reach its lower face, for this beam energy at normal incidence. These statements concern electrons and not the X-rays they produce. Plated chromium can contain pores and cracks. If they are fine enough to act as a uniform reduction in density, both R and ⟨z⟩ grow in inverse proportion to the density, while their ratio stays the same.

Real electrons do not have a definite energy at each s. Their losses fluctuate, and an excess loss δE at energy E shortens the remaining path by δE/S. The mean squared loss per unit length from hard collisions is n∫W² dσ = πn(5/2 − 3 ln 2), and independent collisions add their variances. To leading order,

(δR)² = ∫ πn(5/2 − 3 ln 2) dE/S³,  from E_c to E₀.

This gives δR = 406 nm, 21% of R. Two effects are missing from this estimate, and they act in opposite directions. A large single loss shortens the path by less than δE/S, which lowers the deviation by about 5% and lengthens the mean path by about 2%. The struck electrons are also bound, so the loss at a given Q is spread about Q. The argument that gave the sum rule gives Σ_j W_j²|F_j|² = ⟨(q·p + q²/2)²⟩ = Q² + (2/3)Q⟨p²⟩ for an isotropic state, and the second term adds a logarithmic contribution from soft collisions. For oscillators of quantum J it raises the coefficient 5/2 − 3 ln 2 ≈ 0.42 to about 0.54 at 20,000 eV and the deviation to roughly 460 nm. Binding is the larger effect, so 406 nm is more likely low than high. The bound |z| ≤ R then holds with each electron's own path length in place of the common R. The 5000 nm coating still exceeds the mean path by six or more such deviations, though the distribution is not Gaussian and this number should not be turned into a probability.

The other corrections that were evaluated are smaller. Relativistic stopping and relativistic kinematics in the scattering, without the spin factor (which moves the mean depth by about 1%), reduce the path to 1878 nm and the mean depth to 367 nm, by 3% and 4%. A value of J larger by 10% lengthens the path to 1990 nm. The path below the cut-off, down to 50 eV, is about 16 nm in the Joy–Luo form of the stopping power, in which J is replaced by J/(1 + 0.85 J/E). Using that form from 20,000 eV down to 50 eV gives 1942 nm, since slightly stronger stopping above the cut-off nearly offsets the added tail.

For the elastic scattering, the Born approximation is poorer in chromium than in the weak test potential. Partial waves for the same screened potential give 0.95 of the Born transport cross section at 20,000 eV but only 0.56 at 1000 eV. The mean depth nevertheless rises only to 401 nm, by 5%, because the direction is mostly lost at high energy. Deflection by the electrons of the solid, estimated by replacing Z² with Z(Z + 1), lowers the mean depth to 370 nm, and a screening length larger by 20% lowers it to 362 nm. Several errors have not been sized, among them the shape of the atomic potential (only its length b was varied), the departure of the innermost electrons from the Bethe formula, which matters because their binding energy, roughly 6000 eV, is not small compared with E, and the effect of range straggling on the mean depth. The mean depth is therefore best read as roughly 400 nm, about one fifth of a path of roughly 1900 nm. The values behind these figures are listed in the numerical output.

Computed results

```
Atomic number Z: 24
Lattice parameter (rough): 0.288 nm
Mean excitation energy J (rough): 260 eV
Beam energy E0: 20000 eV
Cut-off energy Ec: 1000 eV
Coating thickness (rough): 5000 nm
Electron density n: 2009 nm^-3
Oscillator test, soft part: 19.11383
Oscillator test, hard part: 8.824096
Oscillator test, Bethe value of sum: 27.93787
Stopping power at E0: 5.885 eV/nm
Stopping logarithm L at E0: 4.496
Path length R: 1940 nm
Path length R, converted: 19402 angstrom
Path, leading term only: 1699 nm
Path, three terms: 1930 nm
Local exponent p: 1.752
Path length from 10000 eV: 581.9 nm
Screening length b: 0.01624 nm
Screening parameter alpha at E0: 0.001805
Transport logarithm Lambda at E0: 5.321
Transport mean free path at E0: 478.6 nm
Partial-wave/Born ratio, charge 0.5: 1.0003
kappa at E0: 7.1
Energy where mean cosine is 1/e: 17379 eV
Path where mean cosine is 1/e: 422.5 nm
Mean depth, unbounded solid: 381.8 nm
Mean depth, converted: 3818 angstrom
Mean depth / path length: 0.1968
Estimate p/(p+kappa): 0.1979
Estimate 2/(2+kappa): 0.2198
Mean elastic collisions per track: 451.7
Simulated mean depth: 382.9 nm
Its standard error: 3 nm
Mean depth, elastic rate x 0.1: 1372 nm
Simulated, elastic rate x 0.1: 1376 nm
Its standard error (rate x 0.1): 3 nm
Surface: escaping fraction: 0.265
Surface: mean final depth of stopped: 569 nm
Surface: mean greatest depth, all: 572 nm
Surface: greatest depth, 99th percentile: 1.25e+03 nm
Straggling of path (std. dev.): 406 nm
Path, relativistic: 1878 nm
Mean depth, relativistic: 367.1 nm
Path from Ec to 50 eV, Joy-Luo: 15.6 nm
Path from E0 to 50 eV, Joy-Luo: 1942 nm
Path with J 10% larger: 1990 nm
Partial-wave/Born ratio, Cr, 20000 eV: 0.948
Partial-wave/Born ratio, Cr, 1000 eV: 0.562
Mean depth, partial-wave scattering: 401.4 nm
Mean depth, Z^2 -> Z(Z+1): 369.5 nm
Mean depth, b 20% larger: 361.6 nm
```
